# Translated pair-density functionals for stretching H2 on a CASSCF(2,2) reference

## Problem

The hydrogen molecule is described by a complete-active-space wave function with two electrons in two orbitals, CASSCF(2,2). Its density $\rho(\mathbf r)$ and on-top pair density $\Pi(\mathbf r)$ are inserted into the translated functionals tPBE and tLDA.

1. Compute both energy curves as functions of the bond length $D$.
2. Map the ratio $R=4\Pi/\rho^2$ along the molecular axis, and find what it tends to as $D$ grows.
3. Find the energy at dissociation, and decide whether the spin symmetry of the wave function has to be broken to reach it.

Hartree atomic units are used, with nuclei A and B at $z=-D/2$ and $z=+D/2$. Here $\Pi(\mathbf r)$ is the density of opposite-spin pairs with both electrons at $\mathbf r$. Parallel spins cannot meet at a point, so this is all there is to the on-top pair density. The functional is evaluated once on the CASSCF result; the orbitals are not reoptimised for it.

The translation turns $\rho$ and $R$ into two auxiliary spin densities:

$$\rho_\pm=\tfrac12(1\pm\zeta)\rho,\qquad \zeta=\begin{cases}\sqrt{1-R}, & R\le1\\ 0, & R>1.\end{cases}$$

In tPBE the gradients are $\nabla\rho_\pm=\tfrac12(1\pm\zeta)\nabla\rho$; the term in $\nabla\zeta$ is left out by definition.

## First estimate by scaling

**Where electrons meet.** In a long bond there is one electron on each atom, with orbitals $a\propto e^{-r_A}$ and $b\propto e^{-r_B}$. Both electrons can be found at one point with appreciable relative probability only where $a$ and $b$ are comparable. On the axis between the nuclei $a/b=e^{-2z}$, which changes by a factor $e$ over half a bohr. The region is therefore a layer about the midplane, roughly one bohr thick whatever $D$ is.

At a distance $s$ from the axis in the midplane, $r_A=r_B\approx D/2+s^2/D$. The density there varies as $e^{-2r_A}\approx e^{-D}e^{-2s^2/D}$, which covers an area proportional to $D$. The share of electrons in the layer thus scales as

$$De^{-D}.$$

Elsewhere $R$ should be small and $\zeta$ close to 1.

**What the polarisation is worth.** Suppose $\zeta$ were set to zero in the separated atoms. For local exchange, $E_x\propto\int n^{4/3}$ in the unpolarised case, and exchange acts within each spin separately:

$$E_x[n_\uparrow,n_\downarrow]=\tfrac12E_x[2n_\uparrow]+\tfrac12E_x[2n_\downarrow].$$

A fully polarised density has $\tfrac12E_x[2n]=\tfrac12\,2^{4/3}E_x[n]=2^{1/3}E_x[n]$, where $E_x[n]$ is the unpolarised value.

For one electron, true exchange cancels the classical self-repulsion. The 1s density $e^{-2r}/\pi$ produces the potential $1/r-e^{-2r}(1+1/r)$, so the self-repulsion is

$$\tfrac12\int_0^\infty4r^2e^{-2r}\left[\frac1r-e^{-2r}\left(1+\frac1r\right)\right]dr
=2\left[\frac14-\frac1{32}-\frac1{16}\right]=\frac5{16}.$$

Taking $-5/16$ for the polarised exchange energy, the cost of losing the polarisation in two atoms is about

$$2\cdot\frac5{16}\left(1-2^{-1/3}\right)\approx0.13\ \text{hartree}.$$

Correlation is ignored here, and so are gradient corrections.

## Exact solution

### The reference state and its ratio

Let $g$ and $u$ be the active orbitals, real, orthonormal, and respectively even and odd under reflection in the midplane. The spatial part of the singlet is

$$\Phi(1,2)=c_g\,g(1)g(2)-c_u\,u(1)u(2),\qquad c_g^2+c_u^2=1,$$

with $c_g,c_u>0$. The minus sign follows from the two-by-two Hamiltonian: its off-diagonal element is the self-repulsion of the product $gu$, which is positive, so the lower eigenvector has coefficients of opposite sign. A term in $gu$ is excluded by symmetry.

The density is twice the integral of $\Phi^2$ over one electron. The cross term contains $\int gu=0$, hence

$$\rho=2\left(c_g^2g^2+c_u^2u^2\right).$$

The singlet spin function has weight $\tfrac12$ for "1 up, 2 down" and $\tfrac12$ for the reverse. An up electron at $\mathbf r$ and a down electron at $\mathbf r'$ can be realised in these two ways, which together give $\Phi(\mathbf r,\mathbf r')^2$. At coincidence

$$\Pi=\left(c_gg^2-c_uu^2\right)^2,\qquad
R=\frac{\left(c_gg^2-c_uu^2\right)^2}{\left(c_g^2g^2+c_u^2u^2\right)^2}.$$

The factor 4 in the definition of $R$ has cancelled the square of the 2 in $\rho$.

At the midpoint $u=0$, so $R=1/c_g^2\ge1$. The branch $R>1$ of the translation is therefore needed at every bond length for which $c_u\neq0$.

### Why this translation

For a single determinant with definite spins, opposite-spin electrons are independent and $\Pi=\rho_\alpha\rho_\beta$. Then

$$1-R=\frac{(\rho_\alpha+\rho_\beta)^2-4\rho_\alpha\rho_\beta}{\rho^2}=\frac{(\rho_\alpha-\rho_\beta)^2}{\rho^2},$$

and $\zeta=|\rho_\alpha-\rho_\beta|/\rho$ is the magnitude of the true spin polarisation. The translation carries this relation over to correlated states, where $\zeta$ is no longer a physical polarisation. A determinant never has $R>1$, so that case needs the separate rule $\zeta=0$.

The energy is

$$E=\frac1D+\mathrm{tr}(h\gamma)+J[\rho]+E_{xc}[\rho_+,\rho_-,\nabla\rho_+,\nabla\rho_-],$$

where $h$ contains the kinetic energy and nuclear attraction, $\gamma$ is the CASSCF one-particle density matrix, and $J$ is the classical Coulomb energy. For tLDA the gradients are absent. For a closed-shell determinant $R=1$, and $E$ is the usual restricted Kohn–Sham expression.

### The stretched bond

At large $D$ the lowest state has one electron on each atom, because the ionic arrangement H$^+$ + H$^-$ lies higher. Take normalised 1s orbitals $a,b$ with overlap $S$:

$$\Phi=\frac{a(1)b(2)+b(1)a(2)}{\sqrt{2(1+S^2)}}.$$

This has the CASSCF(2,2) form. With $g=(a+b)/\sqrt{2(1+S)}$ and $u=(a-b)/\sqrt{2(1-S)}$ it corresponds to $c_g=(1+S)/\sqrt{2(1+S^2)}$ and $c_u=(1-S)/\sqrt{2(1+S^2)}$, since $(a+b)(a+b)-(a-b)(a-b)$ leaves $2(ab+ba)$.

Setting both positions equal gives $\Pi$, and integrating over one electron gives $\rho$:

$$\Pi=\frac{2a^2b^2}{1+S^2},\qquad \rho=\frac{a^2+b^2+2Sab}{1+S^2}.$$

Now form $4\Pi/\rho^2$ and divide numerator and denominator by $(2ab)^2$. Since $(a^2+b^2)/2ab=\tfrac12(a/b+b/a)=\cosh(r_A-r_B)$,

$$R=\frac{2(1+S^2)}{\left[\cosh(r_A-r_B)+S\right]^2}.$$

Between the nuclei $r_A-r_B=2z$. As $S\to0$ the map becomes $R\to2/\cosh^2(2z)$, so $R$ does not vanish everywhere: at the midpoint it tends to 2. At a fixed distance from either nucleus, however, $|r_A-r_B|$ grows with $D$ and $R\to0$.

The boundary $R=1$ lies at $\cosh(2z)=\sqrt2$, that is $|z|=\tfrac12\operatorname{arccosh}\sqrt2\approx0.441$ bohr.

To count the electrons with $R>1$, use $\xi=(r_A+r_B)/D$ and $\eta=(r_A-r_B)/D$, for which the volume element is $(D^3/8)(\xi^2-\eta^2)\,d\xi\,d\eta\,d\varphi$. Neglecting $S$,

$$\rho=\frac{e^{-2r_A}+e^{-2r_B}}{\pi}=\frac2\pi e^{-D\xi}\cosh(D\eta).$$

The region is $|D\eta|<x_0$ with $\cosh x_0=\sqrt2$ and $\sinh x_0=1$. There $\eta^2$ is of order $1/D^2$ and is dropped beside $\xi^2\ge1$. The angle gives $2\pi$, and the number of electrons is

$$N_>\approx\frac{D^3}2\cdot\frac{2\sinh x_0}{D}\int_1^\infty\xi^2e^{-D\xi}d\xi
=e^{-D}\left(D+2+\frac2D\right).$$

The last term is of the same order as the one dropped, so it is discarded too. Dividing by two electrons, the share is $\tfrac12(D+2)e^{-D}$.

### The dissociation energy

In the limit $c_g=c_u=1/\sqrt2$, each active orbital holds one electron, and $\gamma=gg+uu=aa+bb$. The energy terms that connect the atoms are

$$\underbrace{\frac1D}_{\text{nuclei}}\;\underbrace{-\,\frac2D}_{\text{electrons with far nuclei}}\;+\underbrace{\frac1D}_{\text{electrons, in }J}=0.$$

What remains is a sum over two atoms. Near each one $\zeta\to1$, so $\rho_+\to n$ and $\rho_-\to0$, where $n$ is the density of one atom. The neglected $\nabla\zeta$ does no harm, because $\zeta$ is constant where the density is. Therefore

$$E\to2E_{\rm atom}[n,0],$$

with $E_{\rm atom}[n_\uparrow,n_\downarrow]$ the parent PBE or LDA energy of one atom. Since the CASSCF energy itself tends to twice the one-electron energy of $a$, minimising it makes $n$ the Hartree–Fock density of hydrogen in the same basis. With $\zeta=0$ the same argument gives $2E_{\rm atom}[n/2,n/2]$.

No spin symmetry is broken. The state is a singlet at every $D$, with $\rho_\alpha=\rho_\beta=\rho/2$ and $\langle S^2\rangle=0$. The polarised atoms exist only in the variables $\rho_\pm$: $\int\rho\zeta\to2$, while the true spin density is zero everywhere. Both atoms carry their density in $\rho_+$, whereas a broken-symmetry determinant would put up spin on one and down spin on the other. For the same atomic densities the energy is the same (a self-consistent broken-symmetry calculation would relax them and lie slightly lower), because $E_{xc}$ is unchanged when its two spin densities are exchanged, and for atoms that do not overlap this exchange can be made on one atom alone.

### Numerical curves

The CASSCF equations were solved in the cc-pVTZ basis (28 functions), and $E_{xc}$ was integrated on atom-centred grids. The LDA correlation is that of Vosko, Wilk and Nusair. The last column is PBE on the same CASSCF state with $\zeta$ set to zero. Energies are in hartree and $D$ in bohr.

| $D$ | CASSCF | tPBE | tLDA | $\zeta=0$ |
|---|---|---|---|---|
| 1.4 | −1.1514 | −1.1702 | −1.1394 | −1.1484 |
| 2 | −1.1204 | −1.1372 | −1.1099 | −1.1062 |
| 3 | −1.0479 | −1.0564 | −1.0281 | −1.0051 |
| 4 | −1.0127 | −1.0132 | −0.9790 | −0.9429 |
| 6 | −1.0002 | −0.9984 | −0.9564 | −0.9142 |
| 8 | −0.9996 | −0.9983 | −0.9550 | −0.9125 |
| 20 | −0.9996 | −0.9984 | −0.9549 | −0.9124 |

A cubic through the tPBE energies at 1.3, 1.4, 1.5 and 1.6 bohr has its minimum at $D=1.42$ bohr, where $E=-1.1703$ hartree.

Separate calculations on one atom, with its Hartree–Fock density, give $-0.49920$ hartree for polarised PBE and $-0.47747$ hartree for polarised LDA. The predicted limits are

$$2(-0.49920)=-0.9984,\qquad 2(-0.47747)=-0.9549\ \text{hartree},$$

which are the entries at 20 bohr. The tPBE well depth is $-0.9984+1.1703=0.1719$ hartree, or 4.68 eV.

The tPBE curve does not approach its limit strictly from below: at 8 bohr it lies $5\times10^{-5}$ hartree above two atoms. The origin of this small hump was not investigated.

Polarisation also matters near equilibrium. At 1.4 bohr the density-weighted mean of $\zeta$ is already 0.39, and it lowers the energy by $1.1702-1.1484=0.0218$ hartree. For comparison, PBE on the Hartree–Fock determinant, where $R=1$, gives $-1.1654$ hartree. Using the correlated state with $\zeta=0$ raises this by 0.0170 hartree, and the translated polarisation more than repays the rise. The mean of $\zeta$ grows to 0.87 at 4 bohr, 0.997 at 8 bohr and 1.000 at 20 bohr.

### The map of $R$

On the axis the CASSCF state gives:

| position | $D=1.4$ | $D=4$ | $D=8$ |
|---|---|---|---|
| midpoint | 1.01 | 1.34 | 1.96 |
| $z=D/8$ | 0.971 | 0.729 | 0.155 |
| $z=D/4$ | 0.861 | 0.193 | $2.9\times10^{-3}$ |
| nucleus | 0.589 | 0.021 | $7.4\times10^{-6}$ |
| 1 bohr outside | 0.462 | 0.016 | $5.8\times10^{-6}$ |

The midpoint values follow from the CI coefficient: at 4 bohr $c_g=0.8623$ and $1/c_g^2=1.345$.

At $D=6$ bohr, where $S=0.0471$, the covalent formula can be set beside the CASSCF map. At $z=0$, 0.5 and 1 bohr it gives 1.83, 0.793 and 0.138, against 1.79, 0.793 and 0.148. At the nucleus it gives $4.9\times10^{-5}$, while CASSCF gives $3.9\times10^{-4}$, eight times more.

A small ionic component can produce a factor of this size. Expand the CASSCF state in $a$ and $b$, assuming that its orbitals are built from 1s functions with the same $S$. With $c_g=0.7465$ and $c_u=0.6654$, the coefficient of $a(1)a(2)$ is

$$\frac{c_g}{2(1+S)}-\frac{c_u}{2(1-S)}\approx0.0073,$$

and that of $a(1)b(2)+b(1)a(2)$ is the corresponding sum, 0.706. At nucleus A, $b/a=e^{-6}=0.0025$ and $\rho\approx a^2$, so

$$R\approx4\left(0.0073+2\cdot0.706\cdot0.0025\right)^2\approx4.7\times10^{-4}.$$

The ionic term outweighs the covalent one there, although it changes $R$ by only about 2% at the midpoint. Its coefficient is a small difference of two nearly equal numbers and is sensitive to the assumed $S$, so the estimate fixes the order of magnitude of $R$ and no more. The translated polarisation at the nucleus is nearly complete all the same: $\zeta=\sqrt{1-R}$ differs from 1 by only $2\times10^{-4}$ there.

## Comparison of the two

**Share of electrons with $R>1$.** The computed share is 0.0104 at 6 bohr and 0.00176 at 8 bohr, a ratio of 0.170. The scaling law $De^{-D}$ predicts $(8/6)e^{-2}=0.180$, and the fuller result $\tfrac12(D+2)e^{-D}$ predicts $(10/8)e^{-2}=0.169$. The latter also supplies the prefactor: it gives 0.0099 and 0.00168, within about 5% of the computed shares. These are integrals of a step function on a finite grid and are each uncertain by one or two per cent, and their ratio by a few per cent, so the closeness of 0.170 to 0.169 is partly accidental and finer distinctions are not resolved. For orbitals with exponential tails the layer keeps its width while it empties. In a Gaussian basis the tails eventually fall off too fast, and at large $D$ the computed layer also becomes narrower.

**Cost of losing the polarisation.** At 20 bohr the $\zeta=0$ energy lies

$$-0.9124+0.9984=0.0860\ \text{hartree}$$

above tPBE. The density, the kinetic energy and $J$ are the same in both, so the whole difference comes from the use of $\Pi$. The estimate of 0.13 hartree has the right sign and size but is about one and a half times too large.

Both omissions of the estimate act in that direction. PBE exchange is enhanced by a factor that grows with the reduced gradient $|\nabla n|/n^{4/3}$. Replacing $n$ by $2n$, as full polarisation does, multiplies this gradient by $2/2^{4/3}=2^{-1/3}$. The polarised atom is therefore enhanced less, and its exchange energy exceeds the unpolarised one by less than the factor $2^{1/3}$. In addition, PBE correlation is stronger in the unpolarised atom, which recovers part of the loss. The two contributions were not separated here.

**What the limit does not guarantee.** The dissociation energy is that of the parent functional, with its errors: the polarised PBE atom lies 0.0008 hartree above the exact $-\tfrac12$ (about 0.0002 of this is due to the basis), and the LDA atom 0.0225 hartree above it, each on the Hartree–Fock density in this basis. The argument also needs a reference that separates correctly. With the closed-shell determinant alone, $R=1$ at every $D$, $\zeta$ stays zero, and the translation has nothing to work with.
